# The cubic crystal field referred to a threefold axis, part 1

(Sections cited here and not found follow in the second part.)

## A fact from a J = 7/2 manifold

Take an ion with \(J=7/2\) in a cubic field with model parameters \(B_4=0.1\) meV and \(B_6=0.001\) meV. With \(z\) along a fourfold axis the eight states form a doublet at \(-123.12\) meV, a quartet at \(32.16\) meV and a doublet at \(58.80\) meV. With \(z\) along a body diagonal the matrix looks quite different. The states \(m=\pm3/2\) are exact eigenstates at \(32.16\) meV, and a full \(3\times3\) block, with off-diagonal elements up to \(76.30\) meV, returns \(-123.12\), \(32.16\) and \(58.80\) meV. If the sign of the single coefficient \(B_4^3\) is reversed, the levels become four doublets at \(-117.68\), \(10.02\), \(32.16\) and \(75.50\) meV. If \(B_4^3\) and \(B_6^3\) are reversed together, no level moves. One sign is therefore free and one is fixed: the common sign of \(B_4^3\) and \(B_6^3\) depends on where the new \(x\) axis points, while, once \(B_4\) and \(B_6\) are given, cubic symmetry fixes their relative sign: it is the sign of \(B_4B_6\).

## The statement

Energies are in meV, the natural scale for these splittings, and \(\hbar=1\). The site symmetry is \(O\), \(T_d\) or \(O_h\), and the field acts within one manifold of fixed \(J\) (or \(L\)). With \(z\) along a cube axis and \(x\) along another,
\[ H=B_4\,(O_4^0+5\,O_4^4)+B_6\,(O_6^0-21\,O_6^4). \tag{1} \]
With \(z'\) along a body diagonal and \(x'\) in a plane that contains \(z'\) and a cube axis, the same operator is
\[ H=-\tfrac23B_4\big[O_4^0-\sigma\,20\sqrt2\,O_4^3\big] +\tfrac{16}{9}B_6\big[O_6^0+\sigma\tfrac{35\sqrt2}{4}O_6^3+\tfrac{77}{8}O_6^6\big], \tag{2} \]
where the \(O_k^q\) are now built from \(J_{x'},J_{y'},J_{z'}\). The sign is \(\sigma=+1\) if a cube half-axis with \(z'>0\) projects on \(+x'\), and \(\sigma=-1\) if it projects on \(-x'\). The values \(20\sqrt2\) and \(+77/8\) hold for this placing of \(x'\) and for Stevens normalisation. In such a frame the term in \(O_6^3\) is present whenever \(B_6\neq0\) (and \(J\ge3\), below which all rank-6 operators vanish), and \(B_6^3/B_6^0\) is opposite in sign to \(B_4^3/B_4^0\) for either value of \(\sigma\).

## Harmonic polynomials

Near the ion the crystal-field energy of an electron is expanded in terms \(F_k(r)\,p_k(\mathbf r)\), where \(p_k\) is a homogeneous polynomial of degree \(k\) with \(\nabla^2p_k=0\), that is, \(r^k\) times a combination of spherical harmonics of rank \(k\). Between two orbitals of one shell \(l\), parity removes odd \(k\) and the triangle rule requires \(k\le 2l\). For f electrons this leaves \(k=2,4,6\), besides \(k=0\), which shifts all levels equally.

The harmonic polynomials of degree \(k\) form a space of dimension \(2k+1\). Write \(p=\sum_n z^n a_n(x,y)\). The coefficient of \(z^n\) in \(\nabla^2p=0\) gives \((n+2)(n+1)a_{n+2}=-(\partial_x^2+\partial_y^2)a_n\), so \(a_0\) (degree \(k\), with \(k+1\) coefficients) and \(a_1\) (degree \(k-1\), with \(k\) coefficients) are free and fix the rest. The Laplacian is unchanged by rotations and reflections, so these map the space to itself.

Let \(w=x+iy\) and \(\bar w=x-iy\), so that \(r^2=w\bar w+z^2\) and \(\nabla^2=4\partial_w\partial_{\bar w}+\partial_z^2\). The polynomial \(w^k\) is harmonic, since it contains neither \(\bar w\) nor \(z\). Define the operator \(D=-2z\,\partial_w+\bar w\,\partial_z\), so that
\[ Dw=-2z,\qquad Dz=\bar w,\qquad D\bar w=0,\qquad Dr^2=-2z\bar w+2z\bar w=0 . \]
It commutes with the Laplacian: \([\partial_z^2,-2z\partial_w]=-4\partial_z\partial_w\) and \([4\partial_w\partial_{\bar w},\bar w\partial_z]=+4\partial_w\partial_z\) cancel, and the other two commutators vanish. So \(D\) turns harmonic polynomials into harmonic polynomials. On \(w^qf(z,r^2)\), using \(w\bar w=r^2-z^2\) and with \(f_z\) taken at fixed \(r^2\),
\[ D\,[w^qf]=w^{q-1}\big[-2qz\,f+(r^2-z^2)f_z\big]. \tag{3} \]
Starting from \(w^k\) this yields one function \(w^qf_{kq}\) for each \(q=k,\dots,0\). Their real and imaginary parts,
\[ p_{kq}=f_{kq}\,\mathrm{Re}\,w^q,\qquad p_{k,-q}=f_{kq}\,\mathrm{Im}\,w^q \quad(q>0),\qquad p_{k0}=f_{k0}, \]
are \(2k+1\) functions with different azimuthal dependence \(\cos q\varphi\), \(\sin q\varphi\). They are independent, hence a basis. Each \(f_{kq}\) has degree \(k-q\) and parity \((-1)^{k-q}\) in \(z\). The Stevens normalisation of the members used here divides out the common numerical factor and makes the leading power of \(z\) positive.

## From polynomials to operators

Define \(\mathrm{Sym}_{\mathbf J}[x^ay^bz^c]\) as the average of all distinct orderings of \(a\) factors \(J_x\), \(b\) factors \(J_y\) and \(c\) factors \(J_z\), extend it linearly, and set \(O_k^q=\mathrm{Sym}_{\mathbf J}[p_{kq}]\). Expanding \((\mathbf a\cdot\mathbf J)^k\) produces every ordering once, and there are \(k!/(a!\,b!\,c!)\) orderings of each monomial, which is the multinomial coefficient in \((\mathbf a\cdot\mathbf r)^k\). Hence, for any complex vector \(\mathbf a\),
\[ \mathrm{Sym}_{\mathbf J}[(\mathbf a\cdot\mathbf r)^k]=(\mathbf a\cdot\mathbf J)^k. \tag{4} \]
The powers \((\mathbf a\cdot\mathbf r)^k\) span all polynomials of degree \(k\): each monomial is a \(k\)-th derivative of such a power with respect to the components of \(\mathbf a\), a derivative is a limit of linear combinations, and a subspace of a finite-dimensional space contains its limits. A linear property that holds on these powers therefore holds on all polynomials.

Let \(R\) be the matrix whose rows are new orthonormal axes, so that \(\mathbf r'=R\mathbf r\) and \(\mathbf J'=R\mathbf J\). Then \((\mathbf a\cdot R\mathbf r)^k=(R^T\mathbf a\cdot\mathbf r)^k\) maps to \((R^T\mathbf a\cdot\mathbf J)^k=(\mathbf a\cdot\mathbf J')^k\), and so for every \(p\)
\[ \mathrm{Sym}_{\mathbf J}[\,p(R\mathbf r)\,]=\mathrm{Sym}_{\mathbf J'}[\,p\,]. \tag{5} \]
An identity \(K(\mathbf r)=\sum_q c_q\,p_{kq}(\mathbf r')\) between polynomials is thus the identity \(\mathrm{Sym}_{\mathbf J}[K]=\sum_qc_q\,O_k^q(\mathbf J')\) between operators. The new frame is taken right-handed, \(\det R=+1\), because only then do the \(J'_i\) obey \([J'_x,J'_y]=iJ'_z\) and have the standard matrices in the eigenbasis of \(J'_z\). For even \(k\) this is no restriction: if \(\det R=-1\), then \(-\mathbf J'\) obeys these relations and \(\mathrm{Sym}_{-\mathbf J'}[p]=\mathrm{Sym}_{\mathbf J'}[p]\).

Equation (5) also says that the \(O_k^q\) mix under rotations exactly as the \(p_{kq}\) do. By the Wigner–Eckart theorem, \(\sum_iF_k(r_i)p_{kq}(\mathbf r_i)\) summed over electrons is then, within one \(J\) manifold, equal to \(O_k^q\) times a constant that depends on \(k\) and the manifold and is the same for all \(q\) and all frames. The coefficient ratios of the potential are therefore those of the operator.

## Explicit forms

The operator counterpart of \(D\) is the commutator with \(J_-\). From \([J_-,J_+]=-2J_z\), \([J_-,J_z]=J_-\), \([J_-,J_-]=0\), the map \(\mathbf a\cdot\mathbf J\to[J_-,\mathbf a\cdot\mathbf J]=\mathbf a'\cdot\mathbf J\) copies \(D(\mathbf a\cdot\mathbf r)=\mathbf a'\cdot\mathbf r\). The commutator \([J_-,(\mathbf a\cdot\mathbf J)^k]\) replaces one factor at a time by \(\mathbf a'\cdot\mathbf J\), which is the derivative of \(((\mathbf a+\epsilon\mathbf a')\cdot\mathbf J)^k\) at \(\epsilon=0\). By (4) this is \(\mathrm{Sym}\) of the same derivative of \(((\mathbf a+\epsilon\mathbf a')\cdot\mathbf r)^k\), namely \(D(\mathbf a\cdot\mathbf r)^k\). Hence \([J_-,\mathrm{Sym}\,p]=\mathrm{Sym}[Dp]\) for all \(p\).

By (4), \(\mathrm{Sym}[w^k]=J_+^k\). Suppose \(\mathrm{Sym}[w^qf]=J_+^q\,g(J_z)\), and write \(X=J(J+1)\). From \(J_zJ_+^n=J_+^n(J_z+n)\),
\[ [J_-,J_+^q]=-2J_+^{q-1}\sum_{n=0}^{q-1}(J_z+n)=-qJ_+^{q-1}(2J_z+q-1). \]
Also \([J_-,g(J_z)]=J_-[g(J_z)-g(J_z-1)]\) and \(J_+J_-=X-J_z(J_z-1)\). The commutator is then \(J_+^{q-1}\) times the function
\[ -q(2m+q-1)\,g(m)+[X-m(m-1)]\,[g(m)-g(m-1)] \]
of the eigenvalue \(m\). Centre the variable: put \(g(m)=G(m+q/2)\), \(\nu=m+(q-1)/2\) and \(G_\pm=G(\nu\pm\tfrac12)\). Then \(g(m)=G_+\), \(g(m-1)=G_-\), \(2m+q-1=2\nu\) and \(m(m-1)=\nu^2-q\nu+(q^2-1)/4\). The terms \(-2q\nu G_++q\nu(G_+-G_-)\) combine, and the new function is
\[ -q\nu\,\Sigma+\Big[X-\nu^2-\frac{q^2-1}{4}\Big]\Delta,\qquad \Sigma=G_++G_-,\quad \Delta=G_+-G_- . \tag{6} \]
Equations (3) and (6) are applied side by side, and the same numerical factor is divided out of both at each step.

For \(k=4\), starting from \(f_{44}=1\), \(G_{44}=1\):

- \(q=4\): (3) gives \(-8z\); \(\Sigma=2,\Delta=0\) give \(-8\nu\). So \(f_{43}=z\), \(G_{43}=\nu\).
- \(q=3\): (3) gives \(-(7z^2-r^2)\); \(\Sigma=2\nu,\Delta=1\) give \(-(7\nu^2+2-X)\).
- \(q=2\): (3) gives \(-6(7z^3-3zr^2)\); \(\Sigma=14\nu^2+\tfrac{15}2-2X\), \(\Delta=14\nu\) give \(-6[7\nu^3+(\tfrac{17}4-3X)\nu]\).
- \(q=1\): (3) gives \(-(35z^4-30z^2r^2+3r^4)\); \(\Sigma=14\nu^3+(19-6X)\nu\), \(\Delta=21\nu^2+6-3X\) give \(-[35\nu^4+(25-30X)\nu^2+3X^2-6X]\).

For \(k=6\), starting from \(f_{66}=1\), \(G_{66}=1\):

- \(q=6\): \(-12z\) and \(-12\nu\).
- \(q=5\): \(-(11z^2-r^2)\); \(\Sigma=2\nu,\Delta=1\) give \(-(11\nu^2+6-X)\).
- \(q=4\): \(-10(11z^3-3zr^2)\); \(\Sigma=22\nu^2+\tfrac{35}2-2X\), \(\Delta=22\nu\) give \(-10[11\nu^3+(\tfrac{61}4-3X)\nu]\).
- \(q=3\): \(-3(33z^4-18z^2r^2+r^4)\); \(\Sigma=22\nu^3+(47-6X)\nu\), \(\Delta=33\nu^2+18-3X\) give \(-3[33\nu^4+(75-18X)\nu^2+X^2-8X+12]\).
- \(q=2\): \(-8(33z^5-30z^3r^2+5zr^4)\); \(\Sigma=66\nu^4+(249-36X)\nu^2+2X^2-25X+\tfrac{525}8\), \(\Delta=132\nu^3+(183-36X)\nu\) give \(-8[33\nu^5+(\tfrac{195}2-30X)\nu^3+(5X^2-\tfrac{65}2X+\tfrac{537}{16})\nu]\).
- \(q=1\): \(-(231z^6-315z^4r^2+105z^2r^4-5r^6)\); \(\Sigma=66\nu^5+(360-60X)\nu^3+(10X^2-110X+234)\nu\), \(\Delta=165\nu^4+(375-90X)\nu^2+5X^2-40X+60\) give \(-G_{60}\) below.

The polynomials needed are therefore
\[ p_{40}=35z^4-30z^2r^2+3r^4,\qquad p_{43}=z\,\mathrm{Re}\,w^3,\qquad p_{44}=\mathrm{Re}\,w^4, \]
\[ p_{60}=231z^6-315z^4r^2+105z^2r^4-5r^6,\qquad p_{63}=(11z^3-3zr^2)\,\mathrm{Re}\,w^3, \]
\[ p_{64}=(11z^2-r^2)\,\mathrm{Re}\,w^4,\qquad p_{66}=\mathrm{Re}\,w^6 . \]
For \(q=0\) the variable \(\nu\) is \(m\) itself, and
\[ O_4^0=35J_z^4+(25-30X)J_z^2+3X^2-6X, \]
\[ O_6^0=231J_z^6+(735-315X)J_z^4+(105X^2-525X+294)J_z^2-5X^3+40X^2-60X . \]
For \(q>0\), the symmetrised form of the complex-conjugate polynomial is the Hermitian conjugate, because reversing every word leaves the set of orderings unchanged. So \(O_k^q=\tfrac12[J_+^qG_{kq}(J_z+q/2)+\text{h.c.}]\), and
\[ \langle m+q|O_k^q|m\rangle=\tfrac12\,\langle m+q|J_+^q|m\rangle\;G_{kq}(m+q/2). \tag{7} \]
The equivalent anticommutator form is \(O_k^q=\tfrac14\{h_{kq}(J_z),J_+^q+J_-^q\}\), where \(G_{kq}(\nu)\) is the mean of \(h_{kq}(\nu\pm q/2)\). The choices \(h_{43}=m\), \(h_{64}=11m^2-X-38\) and \(h_{63}=11m^3-(3X+59)m\) have means \(\nu\), \(11\nu^2+44-38-X\) and \(11\nu^3+(\tfrac{297}4-59-3X)\nu\), in agreement with the lists. The program tests these forms against direct symmetrisation for \(J=3,\,7/2,\,4,\,15/2\).

## The cubic invariants

For even \(k\) a polynomial is unchanged by inversion. Adding inversion to \(O\) or to \(T_d\) gives \(O_h\), so in all three groups the even-rank field is invariant under all permutations and sign changes of \(x,y,z\).

The fourfold rotation \(w\to iw\) keeps only \(q=0,\pm4\). The reflection \(y\to-y\) sends \(w\to\bar w\) and reverses \(p_{k,-4}\), which must be absent. An invariant thus has the form \(\alpha p_{k0}+\beta p_{k4}\). It must take equal values at \((0,0,1)\) and \((1,0,0)\). For \(k=4\), \(p_{40}=35-30+3=8\) and \(p_{44}=0\) at the first point, while \(p_{40}=3\) and \(p_{44}=1\) at the second, so \(8\alpha=3\alpha+\beta\) and \(\beta=5\alpha\). For \(k=6\), \(p_{60}=231-315+105-5=16\) at the first point, while \(p_{60}=-5\) and \(p_{64}=-1\) at the second, so \(16\alpha=-5\alpha-\beta\) and \(\beta=-21\alpha\). For \(k=2\) only \(p_{20}=3z^2-r^2\) is allowed, with values \(2\) and \(-1\), so its coefficient vanishes. At most one invariant exists for each of \(k=4,6\):
\[ K_4=p_{40}+5p_{44},\qquad K_6=p_{60}-21p_{64}. \]

To show that they exist, and to have forms that are easy to evaluate, build harmonic polynomials from manifestly cubic pieces. Let \(S_4=x^4+y^4+z^4\). Since \(\nabla^2r^n=n(n+1)r^{n-2}\), one has \(\nabla^2S_4=12r^2\) and \(\nabla^2r^4=20r^2\), so \(20S_4-12r^4\) is harmonic. It is cubic and equals \(8\) on the \(z\) axis, so by the uniqueness just shown it is \(K_4\). For degree 6,
\[ \nabla^2(x^2y^2z^2)=2(y^2z^2+z^2x^2+x^2y^2)=r^4-S_4, \]
\[ \nabla^2(r^2S_4)=6S_4+4\,\mathbf r\cdot\nabla S_4+12r^4=22S_4+12r^4,\qquad \nabla^2r^6=42r^4 . \]
The combination \(\alpha x^2y^2z^2+\beta r^2S_4+\gamma r^6\) is harmonic if \(\alpha=22\beta\) and \(\alpha+12\beta+42\gamma=0\), that is \(\gamma=-17\beta/21\). Its value on the \(z\) axis is \(\beta+\gamma=4\beta/21\), and setting this to \(16\) gives \(\beta=84\). Thus
\[ K_4=20S_4-12r^4,\qquad K_6=1848\,x^2y^2z^2+84\,r^2S_4-68\,r^6. \tag{8} \]
Applying \(\mathrm{Sym}\) to \(B_4K_4+B_6K_6\) gives (1). The character count in the program confirms \(0,1,1\) invariants of \(O\) for \(k=2,4,6\).

## The threefold frame

Choose
\[ \hat z'=\frac{(1,1,1)}{\sqrt3},\qquad \hat x'=\sigma\frac{(-1,-1,2)}{\sqrt6},\qquad \hat y'=\hat z'\times\hat x'=\sigma\frac{(3,-3,0)}{\sqrt{18}}=\sigma\frac{(1,-1,0)}{\sqrt2}. \]
The cube half-axis \([001]\) has \(z'=1/\sqrt3>0\), \(x'=2\sigma/\sqrt6=\sigma\sqrt{2/3}\) and \(y'=0\), so \(\sigma\) has the meaning given under (2). Every other admissible frame reduces to one of these two: a cubic rotation carries the chosen half-diagonal to \([111]\), and a threefold turn then carries the cube half-axis that lies in the \(x'z'\) plane to \([001]\). Neither step changes \(K_k\) or \(\sigma\).

Expand \(K_k\) in the basis \(p'_{kq}=p_{kq}(\mathbf r')\). The cyclic permutation of \(x,y,z\) is a turn by \(120^\circ\) about \(z'\), \(w'\to e^{2\pi i/3}w'\), which keeps only \(q=0,\pm3,\pm6\). The exchange \(x\leftrightarrow y\) fixes \(\hat z'\) and \(\hat x'\) and reverses \(\hat y'\), so it sends \(w'\to\bar w'\) and removes all terms with \(q<0\). This is the step that needs \(x'\) in the mirror plane. What remains is
\[ K_4=a\,p'_{40}+b\,p'_{43},\qquad K_6=c\,p'_{60}+d\,p'_{63}+e\,p'_{66}, \]
and five numbers are found by evaluating both sides at three unit vectors.

**The diagonal.** At \(\hat z'\), \(w'=0\) and only \(q=0\) survives, with \(p'_{40}=8\), \(p'_{60}=16\). In cube coordinates \(x^2=y^2=z^2=\tfrac13\), so \(S_4=\tfrac13\) and \(x^2y^2z^2=\tfrac1{27}\). From (8),
\[ K_4=\tfrac{20}3-12=-\tfrac{16}3=8a,\qquad K_6=\tfrac{616}9+28-68=\tfrac{256}9=16c, \]
\[ a=-\tfrac23,\qquad c=\tfrac{16}9 . \]

**The \(y'\) axis.** Here \(z'=0\) and \(w'=i\), so \(p'_{40}=3\), \(p'_{60}=-5\), \(p'_{43}=p'_{63}=0\) and \(p'_{66}=\mathrm{Re}\,i^6=-1\). In cube coordinates \(S_4=\tfrac12\) and \(xyz=0\), so \(K_4=10-12=-2\) and \(K_6=42-68=-26\). The first agrees with \(3a=-2\), a check. The second gives
\[ -26=-5c-e,\qquad e=26-\tfrac{80}9=\tfrac{154}9,\qquad \frac ec=\frac{154}{16}=\frac{77}8 . \]
No \(\sigma\) appears, because \(w'^6\) is unchanged by \(w'\to-w'\).

Evaluation along the diagonal and the \(y'\) axis has fixed \(a=-\tfrac23\), \(c=\tfrac{16}9\) and \(e=\tfrac{154}9\), and hence \(e/c=\tfrac{77}8\). The coefficients \(b\) and \(d\) of the \(q=3\) terms, which carry the sign \(\sigma\), remain to be found from the cube axis \([001]\).
